# How rare is the middle charge state of a negative-U defect?

## The problem

A point defect in a semiconductor can hold zero, one or two electrons. Write \(F_0,F_1,F_2\) for the free energies of these states, leaving out the degeneracies \(g_0,g_1,g_2=1,2,1\), which are counted separately. The middle state has one unpaired electron and hence two spin states. The effective interaction is

\[
U=F_0+F_2-2F_1=-0.4\ \text{eV}.
\]

Show that in thermal equilibrium at 300 K the middle state never holds more than about 0.05 percent of the defects, wherever the Fermi level lies. Find the Fermi level at which it is most populated, and decide how much room the figure of 0.05 percent leaves for errors in \(U\), in the temperature and in the degeneracies.

The defects are dilute and independent, and they exchange electrons with a host that has one Fermi level \(\mu\). Energies are in eV, measured from the conduction-band edge. The two levels of the defect are

\[
\varepsilon_1=F_1-F_0=-0.2\ \text{eV},\qquad
\varepsilon_2=F_2-F_1=-0.6\ \text{eV},
\]

so that \(U=\varepsilon_2-\varepsilon_1\). The second electron is bound more deeply than the first. These are rough values in the regime of interstitial hydrogen in silicon, whose three charge states are \(+\), \(0\) and \(-\).

## A tempting solution

Two defects in the middle state can exchange an electron, leaving one empty and one doubly occupied:

\[
1+1\longrightarrow 0+2 .
\]

The free energy changes by \(F_0+F_2-2F_1=U\), so 0.4 eV is released. The middle state therefore seems to lie 0.4 eV above the outer states. With its two spin states, its population should be

\[
f_1\approx 2e^{-|U|/kT}.
\]

At 300 K, \(kT=0.025852\) eV and \(e^{|U|/2kT}=2290\). Hence

\[
f_1\approx\frac{2}{(2290)^2}=3.8\times10^{-7},
\]

or 0.000038 percent. This is far below 0.05 percent, and the claim appears to be proved with a large margin.

## Where it fails

The reaction removes two defects from the middle state. The energy \(|U|\) is the cost of creating a pair of them, so it cannot be charged to each one.

The cost of a single middle state also depends on the Fermi level, because its electron comes from the host. Starting from the empty state, that cost is

\[
F_1-F_0-\mu=\varepsilon_1-\mu .
\]

Starting from the doubly occupied state, one electron is returned to the host, and the cost is

\[
F_1+\mu-F_2=\mu-\varepsilon_2 .
\]

The two costs add up to \(\varepsilon_1-\varepsilon_2=|U|\). If the Fermi level lies midway between the levels, each cost is \(|U|/2=0.2\) eV.

The tempting formula does hold when the Fermi level sits on one of the two levels. Put \(\mu=\varepsilon_1\). The empty and middle states then differ in weight only by the spin factor, but the doubly occupied state lies \(|U|\) below both. The relative weights are \(1,\,2,\,e^{|U|/kT}\), and

\[
f_1=\frac{2}{3+e^{|U|/kT}}\approx2e^{-|U|/kT}.
\]

For an ordinary defect, the middle state overtakes the empty one close to \(\mu=\varepsilon_1\). Here the second electron has already been captured. By symmetry, \(\mu=\varepsilon_2\) gives the same value. The estimate is the population at these two Fermi levels, and it is not the largest one.

Replacing \(|U|\) by \(|U|/2\) in the tempting formula is not enough. It would give \(2/2290\), or 0.087 percent, which is above the stated limit. At the midpoint there are two outer states of equal weight, and their number cancels the spin factor. A full count of the weights settles both points.

## The right solution

A state with \(n\) electrons has the grand-canonical weight \(g_n e^{-(F_n-n\mu)/kT}\). For the three states,

\[
w_0=e^{-F_0/kT},\quad
w_1=2e^{-(F_1-\mu)/kT},\quad
w_2=e^{-(F_2-2\mu)/kT},
\]

and the fractions are \(f_n=w_n/(w_0+w_1+w_2)\).

Compare the square of the middle weight with the product of the outer ones:

\[
\frac{f_1^2}{f_0f_2}
=\frac{w_1^2}{w_0w_2}
=\frac{4e^{-2(F_1-\mu)/kT}}{e^{-(F_0+F_2-2\mu)/kT}}
=4e^{(F_0+F_2-2F_1)/kT}
=4e^{U/kT}.
\]

The Fermi level has cancelled, since both sides of the exchange reaction contain two electrons. This is the law of mass action for that reaction. Its value here is \(4/(2290)^2=7.63\times10^{-7}\).

Taking the positive square root gives

\[
\sqrt{f_0f_2}=\tfrac12 f_1e^{-U/2kT}.
\]

Since \((\sqrt{f_0}-\sqrt{f_2})^2\ge0\), the outer fractions satisfy \(f_0+f_2\ge2\sqrt{f_0f_2}\). The three fractions add up to one, so

\[
1-f_1=f_0+f_2\ge f_1e^{-U/2kT}.
\]

Moving \(f_1\) to the right and dividing by \(1+e^{-U/2kT}\) yields

\[
\boxed{f_1\le\frac{1}{1+e^{-U/2kT}}
=\frac{1}{1+e^{|U|/2kT}}}
\]

where the last form uses \(U<0\). For the given defect,

\[
f_1\le\frac{1}{1+2290.1}=4.365\times10^{-4},
\]

or 0.044 percent. This proves the claim for every Fermi level. It also holds for a sample in which the Fermi level relative to the defect levels varies from place to place, provided each place is in equilibrium: an average of fractions below the ceiling is itself below it.

### Where the ceiling is reached

Equality requires \(f_0=f_2\), hence \(F_0=F_2-2\mu\). The Fermi level of the maximum is

\[
\mu^*=\frac{F_2-F_0}{2}=\frac{\varepsilon_1+\varepsilon_2}{2}=-0.40\ \text{eV}.
\]

To see how the population falls away from this point, write \(\varepsilon_1=\mu^*-U/2\) and \(\varepsilon_2=\mu^*+U/2\), and set \(\delta=\mu-\mu^*\). The weight ratios become

\[
\frac{w_0}{w_1}=\tfrac12e^{(\varepsilon_1-\mu)/kT}
=\tfrac12e^{-U/2kT}e^{-\delta/kT},
\]
\[
\frac{w_2}{w_1}=\tfrac12e^{(\mu-\varepsilon_2)/kT}
=\tfrac12e^{-U/2kT}e^{+\delta/kT}.
\]

Because \(1/f_1=1+w_0/w_1+w_2/w_1\), adding them gives

\[
f_1=\frac{1}{1+e^{-U/2kT}\cosh(\delta/kT)} .
\]

The hyperbolic cosine is smallest at \(\delta=0\), which recovers the ceiling. The populations at 300 K, in percent, are:

| \(\delta\) (eV) | \(f_0\) | \(f_1\) | \(f_2\) |
|---|---|---|---|
| −0.10 | 99.95 | 0.0018 | 0.044 |
| −0.05 | 97.94 | 0.0124 | 2.05 |
| 0 | 49.98 | 0.0436 | 49.98 |

For positive \(\delta\), \(f_0\) and \(f_2\) change places. The defect passes from empty to doubly occupied within about a tenth of an electronvolt, with hardly any sites in between.

At half the maximum, let \(A=e^{-U/2kT}\). Then \(1+A\cosh(\delta/kT)=2(1+A)\), so \(\cosh(\delta/kT)=2+1/A\). The full width is

\[
2kT\,\operatorname{arcosh}(2+1/A)=68\ \text{meV}.
\]

For \(|\delta|\gg kT\), \(\cosh(\delta/kT)\approx\frac12e^{|\delta|/kT}\). If \(A\) is also large, \(f_1\approx2e^{-(|U|/2+|\delta|)/kT}\). Setting \(|\delta|=|U|/2\) brings back the tempting estimate, as it should, since the Fermi level then sits on one of the two levels.

### Other signs and limits of U

The derivation up to the first form of the boxed result did not use the sign of \(U\). At \(U=0\) the largest middle fraction is one half, which is the share \(2/(1+2+1)\) of the four microscopic states. The same limit is approached when \(kT\gg|U|\) at fixed \(U\).

For \(U=+0.4\) eV the maximum is \(1/(1+e^{-0.2/0.025852})\), or 99.96 percent. Reversing the sign of \(U\) exchanges the largest middle fraction with its complement. With \(U=+0.4\) eV there is a range of Fermi levels in which nearly all sites are singly occupied; a defect with negative \(U\) has none. Such a range requires \(U\) to be many times \(kT\): for \(U=+0.05\) eV at 300 K, the middle state never holds more than about 72 percent.

## How a negative U can arise

Two electrons on one site repel each other, so a negative \(U\) needs a compensating energy. A simple model obtains it from lattice relaxation. Take one orbital of energy \(\varepsilon\), a repulsion \(U_0\), and an oscillator of quantum \(\hbar\omega\) that is displaced in proportion to the electron number \(n=n_\uparrow+n_\downarrow\):

\[
H=\varepsilon n+U_0n_\uparrow n_\downarrow
+\hbar\omega\left(b^\dagger b+\tfrac12\right)-\gamma n(b+b^\dagger).
\]

Here \(b\) lowers the oscillator by one quantum and \(\gamma\) is the coupling energy. The number \(n\) is conserved, so it may be treated as a constant in each sector. Define \(\tilde b=b-\gamma n/\hbar\omega\). Multiplying out,

\[
\hbar\omega\,\tilde b^\dagger\tilde b
=\hbar\omega\,b^\dagger b-\gamma n(b+b^\dagger)+\frac{\gamma^2n^2}{\hbar\omega}.
\]

With \(R=\gamma^2/\hbar\omega\), the Hamiltonian becomes

\[
H=\varepsilon n+U_0n_\uparrow n_\downarrow-Rn^2
+\hbar\omega\left(\tilde b^\dagger\tilde b+\tfrac12\right).
\]

A constant shift does not alter the commutator of \(b\) and \(b^\dagger\), so the oscillator part has the same spectrum in every sector. Its free energy \(F_{\rm osc}\) is common to all three charge states:

\[
F_0=F_{\rm osc},\quad
F_1=\varepsilon-R+F_{\rm osc},\quad
F_2=2\varepsilon+U_0-4R+F_{\rm osc}.
\]

In \(F_0+F_2-2F_1\), both \(\varepsilon\) and \(F_{\rm osc}\) cancel, leaving

\[
U=U_0-2R .
\]

The relaxation energy grows as \(n^2\), so the second electron gains more from it than the first. With the round values \(U_0=0.6\) eV and \(R=0.5\) eV, \(U=-0.4\) eV.

This model also gives the ceiling without the three-state formula. For \(\hbar\omega=0.05\) eV and \(\varepsilon=0.3\) eV, which puts the first level \(\varepsilon_1=\varepsilon-R\) at \(-0.2\) eV, the original Hamiltonian was diagonalized numerically with 200 oscillator states for each of the four spin occupations. Summing Boltzmann weights over all eigenstates and maximizing over \(\mu\) gives 0.04365 percent at \(-0.40\) eV, in agreement with the formula. The oscillator values are model choices and do not describe hydrogen.

## How much room the figure leaves

For a ceiling \(c\), the condition \(1/(1+e^{|U|/2kT})\le c\) can be inverted to

\[
|U|\ge2kT\ln\left(\frac1c-1\right).
\]

For \(c=5\times10^{-4}\) and 300 K this requires \(|U|\ge0.393\) eV. The given value passes by only 7 meV. At fixed \(U=-0.4\) eV, the same condition solved for temperature gives 305 K.

An error of 0.1 eV in a calculated \(U\) matters much more. At 300 K the ceiling is 0.30 percent for \(U=-0.3\) eV and 0.0063 percent for \(U=-0.5\) eV. A calculation with that uncertainty supports the statement that the middle state is rare, but not the figure of 0.05 percent.

Degeneracies enter through the same mass-action argument. For general \(g_n\),

\[
\frac{f_1^2}{f_0f_2}=\frac{g_1^2}{g_0g_2}e^{U/kT},
\qquad
\frac{f_1}{1-f_1}\le\frac{g_1}{2\sqrt{g_0g_2}}e^{U/2kT}.
\]

The second relation follows from the first by \(1-f_1\ge2\sqrt{f_0f_2}\), as before.

## Hydrogen in silicon and the neglected effects

Suppose that \(\mathrm{H}^+\) and \(\mathrm{H}^0\) occupy bond centres and \(\mathrm{H}^-\) occupies tetrahedral sites. A two-atom silicon cell has four bonds and two such tetrahedral sites. Including spin, the degeneracies per cell are \(4,8,2\). The prefactor \(g_1/(2\sqrt{g_0g_2})\) rises from 1 to \(\sqrt2\), and the ceiling becomes 0.062 percent. The condition \(f_0=f_2\) now places the maximum at \(\mu^*+\tfrac12kT\ln(g_0/g_2)=-0.391\) eV. The degeneracies \(1,2,1\) therefore apply to hydrogen only if the site entropy is already contained in the \(F_n\). Real hydrogen also binds to dopants and other defects, and such complexes need their own charge states and levels.

Temperature is a larger correction for a working chip. With \(U\) held at \(-0.4\) eV, the ceiling is 0.15 percent at 358 K and 0.29 percent at 398 K.

Vibrations matter if \(U\) was computed from static energies. An oscillator has the partition function \(1/[2\sinh(\hbar\omega/2kT)]\). If three modes of 60 meV soften to 54 meV in the middle state, its weight is multiplied by

\[
\left[\frac{\sinh(60\ \text{meV}/2kT)}{\sinh(54\ \text{meV}/2kT)}\right]^3=1.54,
\]

and the ceiling rises to 0.067 percent. These modes are an illustrative choice, and the direction depends on which state is softer: the same softening in the doubly occupied state lowers the ceiling to 0.035 percent.

A disordered host spreads the values of \(U\). Take a Gaussian spread of standard deviation \(\sigma=0.05\) eV with \(\mu^*\) fixed, and let each defect stay on its site. While \(f_1\ll1\), the ceiling is nearly \(e^{U/2kT}\), whose Gaussian average carries the extra factor \(e^{\sigma^2/8(kT)^2}\approx1.6\). Numerical integration of the full formula gives 0.070 percent. The sites with weaker attraction gain more than the others lose. A mobile defect such as hydrogen occupies the sites with thermal weights instead, and the result then depends on which energy varies. If the spread lies in \(F_1\), the factor 1.6 multiplies the middle weight and the ceiling is again 0.070 percent. If it lies in \(F_0\) and \(F_2\) together, the factor multiplies the outer weights and the ceiling falls to 0.027 percent.

Screening works in the other direction. In linear Debye theory, a charge \(q\) has the potential \(qe^{-r/\lambda}/(4\pi\epsilon r)\), where \(\epsilon\) is the permittivity and \(\lambda\) the screening length. Subtracting the bare potential and letting \(r\to0\) leaves \(-q/(4\pi\epsilon\lambda)\) from the surrounding cloud. Charging the defect gradually from zero to \(q\) gives half the product of charge and potential, a free energy \(-q^2/(8\pi\epsilon\lambda)\). Both outer states of hydrogen have \(|q|=e\), while the middle one is neutral, so

\[
\Delta U=-\frac{e^2}{4\pi\epsilon\lambda},\qquad
\lambda=\sqrt{\frac{\epsilon kT}{e^2N}} .
\]

For \(N=10^{17}\) cm\(^{-3}\) mobile unit charges and relative permittivity 11.7, \(\lambda=12.9\) nm and \(\Delta U=-9.5\) meV. The formula then gives a ceiling of about 0.036 percent. This is an estimate, because within a few nanometres of the charged defect the potential energy of a mobile charge exceeds \(kT\), and the linear theory no longer holds there. A density of \(10^{17}\) cm\(^{-3}\) would also need mobile charges other than the host's own carriers. At \(\mu^*\) the conduction-electron density \(N_ce^{\mu^*/kT}\), with the band density \(N_c\) given below, is only about \(5\times10^{12}\) cm\(^{-3}\), and holes are far fewer. Since \(\Delta U\) is proportional to \(\sqrt N\), the carriers alone lower \(U\) by less than 0.1 meV there, and the ceiling stays at 0.044 percent.

## When equilibrium is lost

The ceiling does not limit populations that have failed to follow the temperature. At 600 K, with the same \(U\), the ceiling is 2.0 percent. Such a population survives cooling only while the middle state cannot release its electron. For a first level as shallow as \(-0.2\) eV this time is short: the emission rate derived below, about \(6\times10^{15}\) cm\(^{-3}\) times the capture coefficient, gives a lifetime at 300 K of 16 ns for a coefficient of \(10^{-8}\) cm\(^3\)/s and 0.16 ms for \(10^{-12}\) cm\(^3\)/s.

Injected carriers can raise it further. Let \(n\) and \(p\) be the electron and hole densities, and let every capture step have the same coefficient \(C\). In the steady state no net flow can cross either link of the chain \(0\leftrightarrow1\leftrightarrow2\), because the populations at its ends are constant. For the first link, electron capture is balanced by hole capture and electron emission.

Detailed balance fixes the emission rate. In equilibrium, emission from the middle state equals \(Cn f_0/f_1\). Inserting \(n=N_ce^{\mu/kT}\) and \(f_1/f_0=2e^{(\mu-\varepsilon_1)/kT}\) gives \(\frac12CN_ce^{\varepsilon_1/kT}\). Neglecting the much slower hole emission,

\[
\frac{f_1}{f_0}\approx\frac{n}{p+\frac12N_ce^{\varepsilon_1/kT}} .
\]

The band density is \(N_c=2(2\pi mkT/h^2)^{3/2}=2.82\times10^{19}\) cm\(^{-3}\) for a density-of-states mass of 1.08 electron masses. The emission term is then \(2.82\times10^{19}/(2\times2290)\approx6\times10^{15}\) cm\(^{-3}\).

For \(n=p=10^{15}\) cm\(^{-3}\), \(f_1/f_0\approx1/(1+6)=0.14\). On the second link, emission is negligible at this density because the level is deep, so \(f_2/f_1\approx1\). Hence

\[
f_1\approx\frac{0.14}{1+0.14+0.14}=0.11,
\]

or 11 percent, some 250 times the equilibrium ceiling. At \(n=p=10^{13}\) cm\(^{-3}\) the full rate equations give 0.16 percent, already above it. At much higher injection with \(n=p\), capture dominates both links, and with equal coefficients the three populations tend to one third each. Electron capture on the positive state and hole capture on the negative state are Coulomb-attractive; if they are ten times faster than capture on the neutral state, the limit is \(1:10:1\) and the middle state holds 83 percent.

The common coefficient \(C\) cancels from these steady-state fractions. It may even differ between the two links, but a difference between electron and hole capture on the same link changes the fractions. The model also omits the barriers that hydrogen must cross between its sites. Its results show that injection can defeat the equilibrium bound; they do not predict the charge-state populations of a particular device.
